# The Thompson-Lampard theorem for the cross-capacitances of a four-segment cylindrical shell: a program that tests the result

```python
"""
Thompson-Lampard theorem: a cylindrical conducting shell is cut by four narrow
gaps into segments 1..4.  For the field inside the empty shell,
    exp(-pi C1/eps0) + exp(-pi C2/eps0) = 1,
C1: cross-capacitance per length of segments 1 and 3 (others grounded),
C2: the same for segments 2 and 4.
In the code c1, c2 denote C1/eps0 and C2/eps0 (pure numbers).
Sections are given in units of the mean radius, since c1, c2 have no scale.
"""
import numpy as np
import sympy as sp
from scipy.constants import epsilon_0
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.special import jn_zeros

PI = np.pi


def exp_sum(c1, c2):
    return np.exp(-PI * c1) + np.exp(-PI * c2)


def gauss(lo, hi, count):
    x, w = np.polynomial.legendre.leggauss(count)
    return 0.5 * (hi - lo) * x + 0.5 * (hi + lo), 0.5 * (hi - lo) * w


# ---------- half-plane: Poisson integral against closed formulas ----------
def poisson_potential(x, y, lo, hi):
    """Potential at (x, y) when the interval [lo, hi] of the axis is at 1."""
    t, w = gauss(lo, hi, 60)
    return np.sum(w * y / (PI * ((x - t) ** 2 + y ** 2)))


x1, x2, x3, x4 = 0.0, 1.0, 2.5, 4.0
point = 0.4 + 0.7j
u_formula = (np.angle(point - x2) - np.angle(point - x1)) / PI
u_poisson = poisson_potential(point.real, point.imag, x1, x2)
assert abs(u_formula - u_poisson) < 1e-10

height = 1e-3   # slope at the axis from u(x, height)/height, error ~ height^2


def slope(x, lo, hi):
    return poisson_potential(x, height, lo, hi) / height


half_c1 = quad(slope, x3, x4, args=(x1, x2))[0]
half_c2 = (quad(slope, x4, np.inf, args=(x2, x3))[0]
           + quad(slope, -np.inf, x1, args=(x2, x3))[0])
diagonals = (x3 - x1) * (x4 - x2)
ratio1 = (x3 - x2) * (x4 - x1) / diagonals
ratio2 = (x2 - x1) * (x4 - x3) / diagonals
assert abs(np.exp(-PI * half_c1) - ratio1) < 1e-5
assert abs(np.exp(-PI * half_c2) - ratio2) < 1e-5

s1, s2, s3, s4 = sp.symbols("s1:5", real=True)
assert sp.expand((s3 - s2) * (s4 - s1) + (s2 - s1) * (s4 - s3)
                 - (s3 - s1) * (s4 - s2)) == 0


# ---------- field solver for a smooth shell, no conformal map used ----------
def field_cross(shape, gaps, drive, degree=70):
    """Charge on the segment opposite to segment 'drive' held at 1.
    shape(s) gives boundary point z and dz/ds.  The jumps at the gaps are
    carried by two angle functions, the smooth rest by harmonic polynomials.
    Returns (C/eps0, largest boundary error at points not used in the fit)."""
    edges = np.append(gaps, np.asarray(gaps) + 2 * PI)
    sa, sb, sc, sd = edges[drive:drive + 4]
    za, zb = shape(sa)[0], shape(sb)[0]
    powers = np.arange(degree + 1)

    def boundary_system(offset, count=1200):
        s = 2 * PI * (np.arange(count) + offset) / count
        z = shape(s)[0]
        wanted = (np.mod(s - sa, 2 * PI) < sb - sa).astype(float)
        jumps = (np.angle(1 - z / zb) - np.angle(1 - z / za)) / PI
        basis = z[:, None] ** powers
        return np.hstack([basis.real, -basis.imag[:, 1:]]), wanted - jumps

    matrix, rest = boundary_system(0.37)
    solution = np.linalg.lstsq(matrix, rest, rcond=None)[0]
    matrix, rest = boundary_system(0.71)
    error = np.max(np.abs(matrix @ solution - rest))
    coef = solution[:degree + 1].astype(complex)
    coef[1:] += 1j * solution[degree + 1:]

    s, w = gauss(sc, sd, 200)
    z, dz = shape(s)
    derivative = -1j / PI * (1 / (z - zb) - 1 / (z - za))
    derivative = derivative + (z[:, None] ** powers[:-1]) @ (powers * coef)[1:]
    outward_flux = np.sum(w * np.imag(derivative * dz))
    return -outward_flux, error


def star_shape(a2, a3):
    """r(s) = 1 + a2 cos 2s + a3 sin 3s."""
    def shape(s):
        r = 1 + a2 * np.cos(2 * s) + a3 * np.sin(3 * s)
        dr = -2 * a2 * np.sin(2 * s) + 3 * a3 * np.cos(3 * s)
        return r * np.exp(1j * s), (dr + 1j * r) * np.exp(1j * s)
    return shape


def chord_cross(g):
    """C/eps0 of segments (g0,g1) and (g2,g3) of a circle, from chords."""
    def chord(i, j):
        return abs(np.exp(1j * g[i]) - np.exp(1j * g[j]))
    return np.log(chord(0, 2) * chord(1, 3) / (chord(0, 3) * chord(1, 2))) / PI


# strongly lopsided shell
lop_a2, lop_a3 = 0.10, 0.06
lop_gaps = np.array([0.6, 1.9, 3.9, 5.2])
lop = star_shape(lop_a2, lop_a3)
lop_c1, err1 = field_cross(lop, lop_gaps, 0)
lop_c2, err2 = field_cross(lop, lop_gaps, 1)
lop_c1_back, err3 = field_cross(lop, lop_gaps, 2)
lop_error = max(err1, err2, err3)
assert lop_error < 1e-8
assert abs(lop_c1 - lop_c1_back) < 1e-7
assert abs(exp_sum(lop_c1, lop_c2) - 1) < 1e-7


# shell that is the image of the unit circle under a known conformal map
def mapped_shape(s):
    w = np.exp(1j * s)
    return (w + 0.15 * w ** 2 + 0.05j * w ** 3,
            1j * w * (1 + 0.30 * w + 0.15j * w ** 2))


map_c1, map_error = field_cross(mapped_shape, lop_gaps, 0)
map_chord = chord_cross(lop_gaps)
assert map_error < 1e-8 and abs(map_c1 - map_chord) < 1e-7


# ---------- rectangle split at its corners: Fourier series ----------
def rectangle_cross(width, distance):
    n = np.arange(1, 100, 2)
    return 8 / PI * np.sum(1 / (n * np.sinh(n * PI * distance / width)))


aspect = 1.5
rect_c1 = rectangle_cross(aspect, 1.0)
rect_c2 = rectangle_cross(1.0, aspect)
assert abs(exp_sum(rect_c1, rect_c2) - 1) < 1e-12
assert abs(rectangle_cross(1.0, 1.0) - np.log(2) / PI) < 1e-12


# ---------- circle with finite gaps and, if wanted, a grounded rod ----------
def fourier_cross(gaps, drive, gap_angle, rod=0.0):
    """Potential runs linearly across gaps of angular width gap_angle, and
    the charge on a gap is shared linearly; rod = rod radius/shell radius."""
    edges = np.append(gaps, np.asarray(gaps) + 2 * PI)
    a, b, c, d = edges[drive:drive + 4]
    n = np.arange(1, 400001)
    smooth = np.sinc(n * gap_angle / (2 * PI))
    f = (np.exp(-1j * n * a) - np.exp(-1j * n * b)) / (2j * PI * n) * smooth
    g = (np.exp(-1j * n * c) - np.exp(-1j * n * d)) / (2j * PI * n) * smooth
    rate = n.astype(float)
    constant = 0.0
    if rod > 0:
        inner = np.exp(2.0 * n * np.log(rod))
        rate = rate * (1 + inner) / (1 - inner)
        constant = (b - a) * (d - c) / (4 * PI ** 2 * np.log(1 / rod))
    return -2 * PI * (constant + 2 * np.sum(rate * f * np.conj(g)).real)


def averaged_cross(g, gap_angle):
    """Sharp-gap formula averaged over gap positions within each gap."""
    x, w = gauss(-gap_angle / 2, gap_angle / 2, 8)
    weight = np.outer(w, w) / gap_angle ** 2

    def mean_log(i, j):
        angle = g[j] - g[i] + x[:, None] - x[None, :]
        return np.sum(weight * np.log(np.abs(2 * np.sin(angle / 2))))
    return (mean_log(0, 2) + mean_log(1, 3)
            - mean_log(0, 3) - mean_log(1, 2)) / PI


# ---------- worked example: vacuum calculable capacitor ----------
radius_mm, length_mm, gap_mm = 20.0, 200.0, 0.1
dev_a2, dev_a3 = 0.010, 0.005
gap_deg = np.array([44.0, 136.0, 224.5, 316.0])
dev_gaps = np.radians(gap_deg)
device = star_shape(dev_a2, dev_a3)
c1, dev_err1 = field_cross(device, dev_gaps, 0)
c2, dev_err2 = field_cross(device, dev_gaps, 1)
assert max(dev_err1, dev_err2) < 1e-9
assert abs(exp_sum(c1, c2) - 1) < 1e-8
c0 = np.log(2) / PI
mean = (c1 + c2) / 2
asym = (c1 - c2) / c0
assert abs(mean - np.log(2 * np.cosh(PI * (c1 - c2) / 2)) / PI) < 1e-8
excess = mean / c0 - 1
excess_quadratic = np.log(2) / 8 * asym ** 2
# the next term of the expansion is (ln 2)^3/192 * asym^4
assert abs(excess - excess_quadratic) < 0.002 * asym ** 4 + 1e-8

# finite gaps, estimated on the circular shell with the same gap angles
gap_angle = gap_mm / radius_mm
wide = [fourier_cross(dev_gaps, k, gap_angle) for k in (0, 1)]
turned = np.append(dev_gaps[1:], dev_gaps[0] + 2 * PI)
sharp = [chord_cross(dev_gaps), chord_cross(turned)]
for value, g in zip(wide, (dev_gaps, turned)):
    assert abs(value - averaged_cross(g, gap_angle)) < 1e-9
gap_defect = exp_sum(*wide) - 1
gap_shift = (sum(wide) - sum(sharp)) / (2 * c0)

# a thin grounded rod on the axis breaks the theorem
quarter = np.radians([45.0, 135.0, 225.0, 315.0])
rod_mm = 0.2
rod_c = [fourier_cross(quarter, k, gap_angle, rod_mm / radius_mm)
         for k in (0, 1)]
rod_sum = exp_sum(*rod_c)
assert rod_sum > 1.1

# end fields: slowest axial decay in a circular shell
root = jn_zeros(0, 1)[0]
cells = 400
h = 1 / cells
r = (np.arange(cells) + 0.5) * h
diag = np.full(cells, 2 / h ** 2)
diag[-1] += 1 / (r[-1] * h ** 2)
off = -(r[:-1] + h / 2) / (h ** 2 * np.sqrt(r[:-1] * r[1:]))
lowest = eigh_tridiagonal(diag, off, select="i", select_range=(0, 0))[0][0]
assert abs(np.sqrt(lowest) - root) < 1e-3
decay_mm = radius_mm / root

# rough typical inputs for the remaining neglected effects
air_excess, pressure_torr = 5.4e-4, 1e-3
expansion_per_k, drift_k = 1.2e-5, 0.1
drive_volt = 100.0
gas_shift = air_excess * pressure_torr / 760
gap_field = drive_volt / (gap_mm * 0.1) / 1e6

pf = epsilon_0 * 1e12
print(f"eps0 = {pf:.6f} pF/m")
print(f"half-plane gap positions x1..x4 = {x1}, {x2}, {x3}, {x4}")
print(f"half-plane exp terms, formula: {ratio1:.6f}, {ratio2:.6f}")
print(f"half-plane exp terms, Poisson: {np.exp(-PI*half_c1):.6f}, "
      f"{np.exp(-PI*half_c2):.6f}")
print(f"lopsided shell: a2 = {lop_a2}, a3 = {lop_a3}, gaps (rad) {lop_gaps}")
print(f"lopsided C1, C2 = {lop_c1*pf:.6f}, {lop_c2*pf:.6f} pF/m")
print(f"lopsided exp terms = {np.exp(-PI*lop_c1):.8f}, "
      f"{np.exp(-PI*lop_c2):.8f}")
print(f"lopsided sum - 1 = {exp_sum(lop_c1, lop_c2)-1:.1e}")
print(f"lopsided largest boundary error = {lop_error:.1e} of drive voltage")
print(f"mapped shell C1/eps0: field {map_c1:.8f}, chords {map_chord:.8f}")
print(f"rectangle {aspect}:1, C1/eps0, C2/eps0 = {rect_c1:.8f}, {rect_c2:.8f}")
print(f"rectangle sum - 1 = {exp_sum(rect_c1, rect_c2)-1:.1e}")
print(f"device: radius {radius_mm} mm, length {length_mm} mm, gap {gap_mm} mm")
print(f"device: a2 = {dev_a2}, a3 = {dev_a3}, gaps (deg) {gap_deg}")
print(f"device C1 = {c1*pf:.6f} pF/m")
print(f"device C2 = {c2*pf:.6f} pF/m")
print(f"device exp terms = {np.exp(-PI*c1):.8f}, {np.exp(-PI*c2):.8f}")
print(f"device sum - 1 = {exp_sum(c1, c2)-1:.1e}")
print(f"symmetric value C0 = {c0*pf:.6f} pF/m")
print(f"device mean = {mean*pf:.6f} pF/m")
print(f"device (C1-C2)/C0 = {asym:.6f}")
print(f"device mean/C0 - 1 = {excess:.4e}, quadratic law {excess_quadratic:.4e}")
print(f"device mean times length = {mean*pf*length_mm/1000:.6f} pF")
print(f"finite gaps: sum - 1 = {gap_defect:.2e}")
print(f"finite gaps: relative shift of mean = {gap_shift:.2e}")
print(f"grounded rod radius {rod_mm} mm: each C = {rod_c[0]*pf:.4f} pF/m")
print(f"grounded rod: exp sum = {rod_sum:.4f}")
print(f"end-field decay length = {decay_mm:.3f} mm (root {root:.4f})")
print(f"two decay lengths / length = {2*decay_mm/length_mm:.3f}")
print(f"end-field factor over full length = {np.exp(-length_mm/decay_mm):.1e}")
print(f"air eps_r - 1 at 760 Torr (rough input) = {air_excess:.1e}")
print(f"gas shift at {pressure_torr} Torr = {gas_shift:.1e}")
print(f"expansion (rough input) = {expansion_per_k:.1e} per K")
print(f"length shift for {drift_k} K = {expansion_per_k*drift_k:.1e}")
print(f"mean field across gap at {drive_volt:.0f} V = {gap_field:.3f} MV/cm")
print("tests ok")
```

Output:

```
eps0 = 8.854188 pF/m
half-plane gap positions x1..x4 = 0.0, 1.0, 2.5, 4.0
half-plane exp terms, formula: 0.800000, 0.200000
half-plane exp terms, Poisson: 0.800000, 0.200000
lopsided shell: a2 = 0.1, a3 = 0.06, gaps (rad) [0.6 1.9 3.9 5.2]
lopsided C1, C2 = 1.644502, 2.300706 pF/m
lopsided exp terms = 0.55794603, 0.44205397
lopsided sum - 1 = -1.6e-11
lopsided largest boundary error = 6.9e-11 of drive voltage
mapped shell C1/eps0: field 0.14634261, chords 0.14634261
rectangle 1.5:1, C1/eps0, C2/eps0 = 0.64002756, 0.04575645
rectangle sum - 1 = -2.2e-16
device: radius 20.0 mm, length 200.0 mm, gap 0.1 mm
device: a2 = 0.01, a3 = 0.005, gaps (deg) [ 44.  136.  224.5 316. ]
device C1 = 2.099368 pF/m
device C2 = 1.814905 pF/m
device exp terms = 0.47478844, 0.52521156
device sum - 1 = 4.4e-16
symmetric value C0 = 1.953549 pF/m
device mean = 1.957136 pF/m
device (C1-C2)/C0 = 0.145614
device mean/C0 - 1 = 1.8364e-03, quadratic law 1.8371e-03
device mean times length = 0.391427 pF
finite gaps: sum - 1 = -1.04e-06
finite gaps: relative shift of mean = 1.51e-06
grounded rod radius 0.2 mm: each C = 1.1997 pF/m
grounded rod: exp sum = 1.3067
end-field decay length = 8.317 mm (root 2.4048)
two decay lengths / length = 0.083
end-field factor over full length = 3.6e-11
air eps_r - 1 at 760 Torr (rough input) = 5.4e-04
gas shift at 0.001 Torr = 7.1e-10
expansion (rough input) = 1.2e-05 per K
length shift for 0.1 K = 1.2e-06
mean field across gap at 100 V = 0.010 MV/cm
tests ok
```
